\section*{Band modulation in silicon with alternating donor and acceptor sheets}

\section*{Question}

A silicon crystal contains thin planes of donors and thin planes of acceptors, alternating along $z$ at equal spacing. Each plane holds $N=10^{13}\,\mathrm{cm^{-2}}$ dopants. The period, measured from one donor plane to the next donor plane, is $d=10$ nm. All dopants are ionized, there are no free carriers, and the electric field averaged over a period is zero. The relative permittivity is $\kappa=11.7$.

Use atomic units in the algebra ($\hbar=m_e=e=4\pi\varepsilon_0=1$), so that an electron has charge $-1$. For estimates take these rough values: band gap $E_g=1.12$ eV; masses along $z$ of $0.92\,m_e$ for electrons and $0.28\,m_e$ for heavy holes; an in-plane density-of-states mass of $0.4\,m_e$ for each carrier; temperature 300 K.

\section*{(a) Field and band profile}

\textit{Find the field between the planes and the height $V_0$ of the band modulation, treating each plane as a uniform sheet of charge.}

\textbf{Answer.} After averaging over the plane, the potential depends on $z$ alone. Let $\mathcal E_1$ be the field in the region to the right of a donor plane and $\mathcal E_2$ the field in the region to its left. There is no charge between planes, so each field is constant. Gauss's law across the donor plane, whose charge per area is $+N$, gives
\begin{equation}
\mathcal E_1-\mathcal E_2=\frac{4\pi N}{\kappa}.
\end{equation}
The acceptor plane gives the same equation with both sides reversed in sign. A second condition is therefore needed, and the zero mean field supplies it:
\begin{equation}
\mathcal E_1\frac d2+\mathcal E_2\frac d2=0
\quad\Rightarrow\quad \mathcal E_2=-\mathcal E_1 .
\end{equation}
Substitution gives $2\mathcal E_1=4\pi N/\kappa$, hence
\begin{equation}
\mathcal E_1=F,\qquad \mathcal E_2=-F,\qquad F=\frac{2\pi N}{\kappa}.
\end{equation}

The potential energy of an electron is $V=-\phi$, and $\mathcal E=-d\phi/dz$, so $dV/dz=\mathcal E$. With $z=0$ and $V=0$ at a donor plane,
\begin{equation}
V(z)=F|z|,\qquad |z|\le \frac d2,
\end{equation}
repeated with period $d$. This sawtooth is a symmetric triangular wave. Its peak-to-valley height is
\begin{equation}
V_0=F\frac d2=\frac{\pi Nd}{\kappa},
\qquad\text{or in SI units}\qquad
V_0=\frac{e^2Nd}{4\varepsilon_0\kappa}.
\end{equation}
The conduction and valence edges both follow $V(z)$. They are lowest at the positive donors and highest at the negative acceptors, while their separation at any one $z$ remains $E_g$.

\section*{(b) Numerical value}

\textit{Evaluate the field and the modulation. What changes if 10 nm is instead the distance from a donor plane to the next acceptor plane?}

\textbf{Answer.} In atomic units $N=2.8003\times10^{-4}$ and $d=188.97$, so
\begin{equation}
V_0=\frac{\pi(2.8003\times10^{-4})(188.97)}{11.7}
=0.01421\ \text{hartree}=0.387\ \text{eV}.
\end{equation}
The modulation is thus about $0.39$ eV. The field is $0.773$ MV/cm, or $0.0773$ V/nm, and its product with the 5 nm spacing gives the same height.

If neighbouring planes were 10 nm apart, the period would be 20 nm. At fixed $N$ the field would not change, but each ramp would be twice as long and the height would be $0.773$ eV.

\section*{(c) The role of the end planes}

\textit{An isolated stack consists of complete pairs, donor--acceptor--donor--acceptor, with no field outside. Find the fields inside it. How must the end planes be changed to recover part (a)?}

\textbf{Answer.} Start from zero field on the left and add the jump at each plane. After the first donor plane the field is $4\pi N/\kappa=2F$. The next acceptor plane reduces it to zero, and the pattern repeats. The electron energy rises by $2V_0$ in one spacing and by nothing in the next. The mean field is $F$, so the triangular wave sits on an overall tilt.

If the first donor plane carries charge $+N/2$, the first field is $2\pi N/\kappa=F$. The following full acceptor plane changes it to $F-2F=-F$, and the required alternation follows. The last plane must also carry half charge, so that the stack is neutral and the outside field vanishes.

Direct integration of Coulomb's law over large discs confirms both cases. For eight full planes, successive energy steps inside the stack are $0.7733$ and $0.0000$ eV. For nine planes with half-charged ends they are $+0.3866$ and $-0.3866$ eV.

The tilted stack cannot stay fully ionized in equilibrium if it is long. Two pairs already give a total rise of $2\times0.773=1.55$ eV, which exceeds $E_g$. The valence edge at the last acceptor plane then lies above the conduction edge at the first donor plane. Electron transfer between these planes lowers the charge on both and reduces the tilt.

\section*{(d) Is full ionization consistent?}

\textit{Find the energy gap between electrons at the donor planes and holes at the acceptor planes, including their confinement. Estimate the thermal carrier density, and comment on tunnelling and breakdown at zero bias.}

\textbf{Answer.} The lowest conduction edge is at energy $E_c$, at a donor plane. The highest valence edge is at $E_c-E_g+V_0$, at an acceptor plane. Their separation is
\begin{equation}
E_g-V_0=1.12-0.387=0.733\ \text{eV}.
\end{equation}

Confinement increases this gap. Near a donor plane an electron of mass $m$ moves in the well $F|z|$. For $z>0$,
\begin{equation}
-\frac{1}{2m}\psi''+Fz\,\psi=E\psi .
\end{equation}
Set $z=\ell(\xi+\epsilon)$ with $\ell=(2mF)^{-1/3}$ and $\epsilon=E/(F\ell)$. Then $Fz-E=F\ell\xi$, and
\begin{equation}
\frac{d^2\psi}{d\xi^2}=2mF\ell^3\,\xi\psi=\xi\psi .
\end{equation}
The decaying solution is the Airy function $\mathrm{Ai}(\xi)$. The ground state is even, so its slope vanishes at $z=0$, where $\xi=-\epsilon$. The first root of $\mathrm{Ai}'(-\epsilon)=0$ is $\epsilon=1.0188$, which gives
\begin{equation}
E=\epsilon F\ell=1.0188\left(\frac{F^2}{2m}\right)^{1/3}.
\end{equation}
Here $F=2V_0/d=1.504\times10^{-4}$ in atomic units. For electrons,
\begin{equation}
E_e=1.0188\left[\frac{(1.504\times10^{-4})^2}{2(0.92)}\right]^{1/3}
=0.00235\ \text{hartree}=0.064\ \text{eV}.
\end{equation}
Holes see the inverted profile, with wells at the acceptor planes. Their smaller mass gives $E_h=0.095$ eV. This treatment ignores neighbouring wells. Diagonalization in the full periodic wave gives the same energies, $0.0640$ and $0.0951$ eV, so the isolated-well approximation is adequate here. The confined gap is
\begin{equation}
\Delta=E_g-V_0+E_e+E_h=0.733+0.064+0.095=0.892\ \text{eV}.
\end{equation}
Since $\Delta>0$, returning an electron from the acceptors to the donor wells costs energy. The assumed transfer is consistent within this plane-averaged model.

For the thermal density, keep one subband for each carrier. A two-dimensional band with spin has $m_\parallel/\pi$ states per area and energy. Equal masses and neutrality place the chemical potential $\Delta/2$ below the electron level. Since $\Delta/2\gg k_BT$, Boltzmann occupation applies:
\begin{equation}
n=\frac{m_\parallel}{\pi}\int_0^\infty
e^{-(\Delta/2+x)/k_BT}\,dx
=\frac{m_\parallel k_BT}{\pi}e^{-\Delta/2k_BT}.
\end{equation}
At 300 K, where $k_BT=0.02585$ eV, the exponent is about $-17.3$, and $n$ is of order $10^5\,\mathrm{cm^{-2}}$. One subband per carrier undercounts the states. The four silicon valleys with light mass $0.19\,m_e$ along $z$ lie only $0.044$ eV higher, and a second hole subband lies about $0.01$ eV from the first. Including such states raises $n$ by a factor of about three. In the averaged potential this is negligible beside $N$.

With $d$ fixed, $V_0$ is proportional to $N$ and would equal $E_g$ at $2.9\times10^{13}\,\mathrm{cm^{-2}}$. Confinement moves the closing of $\Delta$ to a higher density, about $3.9\times10^{13}\,\mathrm{cm^{-2}}$ in the averaged model. Once $\Delta$ closes, carriers return to the wells and screen the dopants, and the linear formula for $V_0$ fails.

At zero bias the positive $\Delta$ also rules out energy-conserving tunnelling from the filled valence states to the empty conduction states in this model. The field of $0.773$ MV/cm is above the rough breakdown field of lightly doped silicon, a few tenths of a MV/cm. However, in the averaged potential a carrier starting with little kinetic energy gains at most $0.387$ eV in one ramp. This is less than the gap and cannot create an electron--hole pair. An applied bias requires a new estimate.

\section*{(e) Planes of finite width}

\textit{Each sheet is spread uniformly over a width $w\le d/2$, with $N$ unchanged. Find the new height and evaluate it for $w=1$ and $2$ nm.}

\textbf{Answer.} By symmetry the field is zero at the centre of a donor slab. Inside the slab, for $0\le z\le w/2$, Gauss's law gives
\begin{equation}
\mathcal E(z)=\frac{4\pi N}{\kappa}\frac zw=\frac{2F z}{w},
\end{equation}
which reaches $F$ at the slab edge. The energy rise across this half-slab is $Fw/4$. The undoped region has length $d/2-w$, and the first half of the acceptor slab contributes another $Fw/4$. Therefore
\begin{equation}
V_w=\frac{Fw}{4}+F\left(\frac d2-w\right)+\frac{Fw}{4}
=\frac F2(d-w)=V_0\left(1-\frac wd\right).
\end{equation}
The heights are $0.348$ eV for $w=1$ nm and $0.309$ eV for $w=2$ nm. In the limit $w=d/2$ the slabs touch, the undoped regions disappear, and the height is $V_0/2$. The profile then consists of joined parabolas, because the field is linear within each slab, with slopes of opposite sign in donor and acceptor slabs.

\section*{(f) Random dopant positions}

\textit{The dopants in each plane are placed independently at random. Find the rms fluctuation of the normal field at a point midway between two planes, relative to $F$.}

\textbf{Answer.} A unit charge at lateral distance $\rho$ in a plane at distance $z$ produces a normal field of magnitude $z/[\kappa(\rho^2+z^2)^{3/2}]$. For independent random positions the variance is $N$ times the area integral of the squared contribution. With $u=\rho^2+z^2$,
\begin{equation}
\sigma_z^2=\frac{Nz^2}{\kappa^2}\int_0^\infty
\frac{2\pi\rho\,d\rho}{(\rho^2+z^2)^3}
=\frac{\pi Nz^2}{\kappa^2}\int_{z^2}^\infty\frac{du}{u^3}
=\frac{\pi N}{2\kappa^2z^2}.
\end{equation}
Variances add whatever the sign of the charge. The planes lie at $z_j=(2j+1)d/4$ on both sides, with $j=0,1,2,\ldots$, so
\begin{equation}
\sigma_F^2=2\sum_{j=0}^\infty\frac{\pi N}{2\kappa^2}
\frac{16}{(2j+1)^2d^2}
=\frac{16\pi N}{\kappa^2d^2}\frac{\pi^2}{8}
=\frac{2\pi^3N}{\kappa^2d^2}.
\end{equation}
Division by $F^2=4\pi^2N^2/\kappa^2$ gives
\begin{equation}
\frac{\sigma_F}{F}=\frac1d\sqrt{\frac{\pi}{2N}}
=\sqrt{\frac\pi2}\,\frac{3.16\ \text{nm}}{10\ \text{nm}}
=0.396,
\end{equation}
where $3.16$ nm is $N^{-1/2}$. A sum over random point charges, with 2000 samples, discs of radius 80 nm and seven planes on each side (the outermost at half density), gives $0.394$. The exact value for that truncated stack is $0.390$, so the agreement is at the level of one to two per cent.

Midway between planes the normal field thus has an rms fluctuation of about 40\% of its mean. Closer to a plane the fluctuation is larger, because the variance from that plane grows as $1/z^2$. This is not a 40\% error in $V_0$: the plane-averaged profile is unchanged. It does mean that a single line through the crystal need not show the triangular wave, and that the levels in part (d) belong to the averaged potential only. The shift is not small, because the dopant spacing of 3 nm is comparable to the extent of the states. Take periodic cells of $20\times20\times10$ nm with 40 random point charges in each plane, no screening, and in-plane masses $0.19\,m_e$ for electrons and $0.4\,m_e$ for holes. In four such cells the lowest electron and hole levels lie $0.14$ to $0.34$ eV below their averaged values. The gap between these localized tail states is $0.3$ to $0.55$ eV instead of $0.89$ eV, so the thermal density of part (d) is an underestimate for random planes. There is also a limit on the assumption of no free carriers. In a thick stack with independent dopant positions and no screening, the typical potential difference between two points in the same plane grows with their separation and exceeds $\Delta$ beyond roughly 200 nm for these parameters. Carriers then collect in some regions and screen the fluctuations, so full ionization throughout the crystal is a property of the averaged model. At fixed $d$ the relative fluctuation of the midway field falls as $N^{-1/2}$.

\section*{Relation to real layers}

The density and period are in the rough range accessible to delta-doped silicon grown by molecular-beam epitaxy. Real dopant planes are not perfectly sharp. For the illustrative widths of 1 and 2 nm, spreading lowers the modulation by 10\% and 20\%. Equal donor and acceptor densities are also an idealization. A donor excess of 5\%, for example, leaves about $5\times10^{11}$ electrons per $\mathrm{cm^2}$ per period if all donors remain ionized, far more than the thermal density found above. These electrons gather near the donor planes. Moving away from a donor plane, the field falls from the value set by the donor density to the value set by the acceptor density. The height therefore lies between the values of $\pi Nd/\kappa$ for the two densities, which differ by only 5\%. The imbalance changes the number of free carriers far more than it changes the height. The value $0.39$ eV itself is for sharp, balanced planes; the numerical output below lists the values for this case and for the spread planes.

\section*{Computed results}
\begin{verbatim}
Sheet density N: 1.00e+13 cm^-2
Donor-to-donor period d: 10.0 nm = 100 angstrom
Donor-acceptor spacing: 5.0 nm
Relative permittivity: 11.7
N in atomic units: 2.8003e-04 bohr^-2
d in atomic units: 188.97 bohr
Field F: 0.773 MV/cm
Modulation V0: 0.3866 eV = 0.01421 hartree
V0 if 10 nm were donor-acceptor spacing: 0.773 eV
Coulomb sum, balanced stack, step up: 0.3866 eV
Coulomb sum, balanced stack, step down: -0.3866 eV
Coulomb sum, paired stack, first step: 0.7733 eV
Coulomb sum, paired stack, next step: 0.0000 eV
Fourier Poisson height: 0.3866 eV
Height for 1 nm slabs: 0.3480 eV
Height for 2 nm slabs: 0.3093 eV
Silicon gap (rough input): 1.12 eV
Electron mass along growth (rough): 0.92 m_e
Heavy-hole mass along growth (rough): 0.28 m_e
Airy number for even ground state: 1.0188
Electron confinement, grid: 0.0640 eV
Electron confinement, Airy: 0.0640 eV
Hole confinement, grid: 0.0951 eV
Hole confinement, Airy: 0.0951 eV
Gap between separated band edges: 0.733 eV
Gap including confinement: 0.892 eV
N at which V0 equals Eg: 2.90e+13 cm^-2
Temperature: 300 K
Thermal energy kT: 0.0259 eV
In-plane density-of-states mass (rough): 0.4 m_e
Thermal carriers per well, estimate: 1.4e+05 cm^-2
Mean in-plane dopant spacing N^(-1/2): 3.16 nm
Random dopants, mean field / F: 0.974
Random dopants, rms field / F, sampled: 0.394
Random dopants, rms field / F, formula: 0.396
\end{verbatim}
